Critical channel area for random-dopant threshold spread, with first corrections

**1. Why a dopant count alone gives the wrong area**

A transistor model with perfectly smooth doping predicts no threshold spread between nominally identical devices. A model that counts the dopants in a box of fixed depth predicts too much. For the device treated below, the fixed box requires a channel area of 4278 nm² to hold the standard deviation at 30 mV, whereas the threshold condition requires 1426 nm². The factor of three arises because the depletion edge moves when a dopant is added.

Consider a p-type body with mean acceptor density N_A, channel area A and oxide capacitance per area C. The depth x runs from the oxide interface into the semiconductor, and d is the nominal depletion width at threshold. Let q > 0 be the elementary charge and ε the semiconductor permittivity. Dopants are placed independently. Threshold means that the area-averaged surface potential, measured from the neutral body, reaches a fixed value ψ_s. The gate is metallic, and inversion charge, source and drain fields, and quantum confinement are neglected.

For a sharp depletion edge and many dopants, the leading result is

σ = (q/C) √[N_A d/(3A)].

Hence σ exceeds a limit s when A < A_c, where

A_c = q²N_A d/(3C²s²).

**2. The threshold shift from one dopant**

Let φ be the first-order change in potential caused by one extra acceptor at depth x₀. An acceptor has charge −q, so Poisson's equation in the depletion region is

∇²φ = (q/ε) δ³(r − r₀).

At the unperturbed edge, both the potential and its slope vanish. If the edge moves by η, the condition of zero potential there reads, to first order,

φ(d) + ψ′(d)η = 0.

Since ψ′(d) = 0, it follows that φ(d) = 0.

Now average over the channel area. With no field through the side walls, the lateral derivatives integrate to zero. The average φ̄ obeys

φ̄″ = [q/(εA)] δ(x − x₀).

The gate voltage is readjusted to restore threshold, so φ̄(0) = 0 as well. Let the slope be a above the dopant; below it the slope is a + q/(εA). Equal potentials at the two ends require

a x₀ + [a + q/(εA)](d − x₀) = 0,

a = −[q/(εA)](1 − x₀/d).

The field into the semiconductor rises by −a. Gauss's law therefore gives an extra gate charge per area of −εa, and the extra oxide voltage is

δV_T = [q/(CA)](1 − x₀/d).

A dopant at the interface acts with full strength. One near the edge has little effect, because the edge retreats and uncovers fewer of the other dopants. The lateral position has dropped out of the average, although the local surface potential remains nonuniform.

**3. Adding the random shifts**

Let N(x) be the area-averaged acceptor density and δN = N − N_A. Summing the single-dopant shifts gives

δV_T = (q/C) ∫₀^d (1 − x/d) δN(x) dx.

A slab of thickness Δx contains a Poisson number with variance N_A AΔx. Division by (AΔx)² gives the density variance N_A/(AΔx), and different slabs are independent. Thus

⟨δN(x)δN(x′)⟩ = (N_A/A) δ(x − x′),

σ² = [q²N_A/(C²A)] ∫₀^d (1 − x/d)² dx.

With u = 1 − x/d the integral is d∫₀¹u²du = d/3, which proves the formula for σ. Setting σ = s and solving for A gives A_c. Since σ falls as A^(−1/2), smaller areas exceed the limit.

Let M = N_A dA be the mean number of dopants in the nominal depletion box. The weight u is uniformly distributed between 0 and 1, with mean 1/2 and variance 1/3 − 1/4 = 1/12. Number fluctuations therefore contribute M/4 to the variance of the weighted count, and random depths contribute M/12. These parts are uncorrelated, because at any given number the depth part has zero mean. Three quarters of the variance comes from number and one quarter from placement.

If every dopant in the fixed box had weight one, the variance would be M instead of M/3. That is the spread of the charge in the box, and it would give the area 3A_c.

**4. First correction for finite dopant number**

Keep the one-dimensional description, but do not linearize the motion of the edge. Two integrations of Poisson's equation turn the condition of fixed surface potential into

∫₀^(d+η) xN(x) dx = N_A d²/2.

The depletion charge per area has magnitude Q = q∫₀^(d+η)N dx. Subtracting and adding the first condition divided by d gives

Q/q = N_A d/2 + ∫₀^(d+η) (1 − x/d)N(x) dx.

Split the integral at d. The uniform density contributes N_A d/2 between 0 and d. In the narrow strip between d and d + η, replace N by N_A:

∫_d^(d+η) (1 − x/d)N_A dx = −N_A η²/(2d).

Therefore

Q/q ≈ N_A d + ∫₀^d (1 − x/d)δN dx − N_A η²/(2d).

The replacement is justified by scaling. Since η/d is of order M^(−1/2), the strip holds about M^(1/2) dopants, with a fluctuation of order M^(1/4). Their weight is of order M^(−1/2), so the omitted count is of order M^(−1/4), while the retained quadratic term is of order one.

To first order the moment condition gives

η = −[1/(N_A d)] ∫₀^d xδN dx.

Its variance is

⟨η²⟩ = [1/(N_A d)²](N_A/A)(d³/3) = d²/(3M).

The quadratic term thus lowers the mean weighted count by

AN_A⟨η²⟩/(2d) = 1/6,

and the mean threshold by q/(6CA) at this order.

The effect on σ is weaker. The linear term is odd in the fluctuations and the quadratic term is even, so for Gaussian fluctuations their covariance vanishes. Poisson skewness leaves a covariance of order one, compared with the leading variance M/3. The relative correction to σ is therefore of order 1/M.

These estimates describe laterally averaged sheets. In three dimensions the edge also bends locally, and second-order terms from that bending are not included. They also lower the mean threshold, and in a channel wider than d they can exceed q/(6CA) by a large factor. That factor is not fixed by this model: it grows as shorter lateral wavelengths are resolved, so it depends on the length over which each point acceptor is smoothed. In three dimensions, linear response also needs many dopants in a volume d³, that is N_A d³ ≫ 1.

**5. First correction for a smooth depletion edge**

Holes blur the edge over a range where the potential is comparable with V_t = k_B T/q, with k_B Boltzmann's constant and T the temperature. Keep ψ_s fixed, and let d now denote the sharp-edge width defined by ψ_s = qN_A d²/(2ε). The small parameter is

τ = V_t/ψ_s.

With Boltzmann holes and fully ionized acceptors, the uniform device obeys

ψ″ = (qN_A/ε)[1 − exp(−ψ/V_t)].

Differentiating this equation shows that ψ′ solves the linearized equation without a dopant source. Define F = −ψ′ and g(x) = F(x)/F(0), so that g(0) = 1 and g vanishes deep in the body. A doping change δN produces a potential change δψ with

δψ″ = (qN_A/εV_t)exp(−ψ/V_t)δψ + (q/ε)δN.

Multiply this by g, subtract δψ times the equation for g, and integrate. The screening terms cancel:

[gδψ′ − g′δψ]₀^∞ = (q/ε)∫₀^∞ gδN dx.

Because δψ(0) = 0, the left side is −δψ′(0) = δF(0). Hence δQ = εδF(0) = q∫gδN dx. The function g replaces 1 − x/d, and the integral d/3 becomes

I = ∫₀^∞ g² dx.

To evaluate I, multiply the uniform equation by ψ′ and integrate from the neutral body:

F² = B[ψ − V_t + V_t exp(−ψ/V_t)], B = 2qN_A/ε.

Since dψ = −F dx,

I = [1/F(0)²] ∫₀^ψ_s F dψ.

At the surface the exponential is negligible, so F(0)² = B(ψ_s − V_t). In the integral, set v = ψ/V_t and separate the part without the exponential, which starts at v = 1:

∫₀^ψ_s F dψ = √B[(2/3)(ψ_s − V_t)^(3/2) + KV_t^(3/2)],

K = ∫₀¹ √(v − 1 + e^(−v)) dv + ∫₁^∞ [√(v − 1 + e^(−v)) − √(v − 1)] dv.

Extending the upper limit to infinity costs an exponentially small error. Both integrands are positive for v > 0, so K > 0. The definition of d gives √B = 2√ψ_s/d. Substitution yields

I = (d/3)[√(1 − τ) + (3K/2)τ^(3/2)/(1 − τ)],

I = (d/3)[1 − τ/2 + (3K/2)τ^(3/2) + O(τ²)].

The corrected critical area, at leading order in dopant number, is

A_h = A_c[1 − τ/2 + O(τ^(3/2))].

The first correction has a simple origin. Where holes are negligible, F falls linearly with slope −qN_A/ε from F(0) = (qN_A/ε)d√(1 − τ). It extrapolates to zero at d√(1 − τ), slightly short of d. Near the edge, holes make F fall more slowly, so the true F lies above this straight line before that point and remains positive beyond it. The excess of g² on both sides supplies the positive next term.

**6. A device with round parameters**

Take C = 0.020 F/m², N_A = 3.00 × 10²⁴ m⁻³, d = 20.0 nm and s = 30.0 mV. The depletion charge corresponds to an oxide voltage

V_d = qN_A d/C = (1.6022 × 10⁻¹⁹ C)(6.000 × 10¹⁶ m⁻²)/(0.020 F/m²) = 0.4807 V.

At the critical area, M_c = N_A dA_c = (V_d/s)²/3. Thus

M_c = (0.4807/0.0300)²/3 ≈ 85.6,

A_c = 85.57/(6.000 × 10¹⁶ m⁻²) = 1.426 × 10⁻¹⁵ m² = 1426 nm².

A square of this area has a side of 37.8 nm. One dopant at the interface shifts the threshold by 5.617 mV; at half depth the shift is 2.809 mV, a value also obtained from a linear three-dimensional finite-volume solution with the plane x = d held at zero potential, which checks the lateral averaging but assumes the edge condition of Section 2. For laterally uniform sheets, the mean lowering from Section 4 is 5.617/6 ≈ 0.94 mV; in three dimensions, local bending of the edge and holes gathering at acceptors make the lowering larger, by roughly 4 to 13 mV as the smoothing length of the acceptors falls from about 9 nm to about 1.6 nm, with no converged value in this classical model.

The spread was also sampled without linearizing the edge motion. For each area, 20,000 sets of random depths were drawn, and the edge was found from the first-moment condition, with the last dopant partly neutralized where necessary.

- At A_c/2: formula 42.43 mV, sample 42.49 mV.
- At A_c: formula 30.00 mV, sample 29.92 mV.
- At 2A_c: formula 21.21 mV, sample 21.00 mV.

The relative sampling error is about 1/√(2 × 20,000) = 0.5%, so the largest difference, 1.0%, is about two standard errors. At A_c the number and placement parts of the sampled variance, divided by M_c, are 0.247 and 0.085, against 1/4 and 1/12. The fixed-box count gives 51.7 mV.

For the hole correction, take a relative semiconductor permittivity of 12 and T = 300 K. Then ψ_s = 0.9048 V, V_t = 25.85 mV and τ = 0.0286. This ψ_s follows from the round value of d. In silicon at this doping the usual threshold condition, twice the bulk Fermi potential, is about 1.01 V, which would give d ≈ 21 nm and an area about 6% larger. The first correction is −τ/2 = −1.43%, which gives about 1406 nm². Numerical quadrature of I gives 1411 nm², a change of −1.03% from A_c. The remaining +0.40% of A_c has the sign of the next term and a size comparable with τ^(3/2) = 0.48%. These figures assume full ionization; with a single acceptor level 20 to 45 meV above the valence band, the change from A_c would be about −1.5% to −1.8%.

**7. Scaling and limits of use**

At fixed d, A_c is proportional to N_A. If ψ_s is held fixed instead, d = √[2εψ_s/(qN_A)], and

A_c = [q²/(3C²s²)] √(2εψ_s N_A/q).

Doubling the doping then raises the critical area by a factor of √2 instead of 2, because the depletion layer becomes thinner. In either case, doubling C reduces A_c by a factor of four.

In the example N_A d³ = 24, so local linear response is reasonable but not asymptotically perfect. The channel side is less than twice the depletion width, so source and drain fields may matter appreciably. The surface field qN_A d/ε is about 0.9 MV/cm, strong enough that the neglected quantum confinement of the inversion charge also matters in a real device. Current can also follow paths of low local threshold, which an area-averaged potential does not describe. The value 1426 nm² is therefore an estimate of the dopant contribution in this model, and the 1% hole correction is not a measure of its total uncertainty.

All numerical values are calculated from the stated model.
